# Critical width for lateral thermal instability of a current-driven film

## Definitions and conventions

A film of thickness \(d\) lies between two flat electrodes. Current crosses the thickness, along \(z\). The lateral sides are \(L\) along \(x\) and \(B\le L\) along \(y\); the longer one, \(L\), is called the width. Angle brackets denote an average over the lateral area \(LB\).

The conductivity is activated, with \(E_a\) the activation energy and \(k\) Boltzmann's constant:

\[
\sigma(T)=\sigma_0e^{-E_a/kT},\qquad \sigma'(T)=\frac{d\sigma}{dT}=\frac{E_a}{kT^2}\,\sigma(T). \tag{1}
\]

The assumptions are as follows.

**A1.** Film and electrodes share one temperature \(T(x,y,t)\) through their thickness. Their heat capacity per area is \(C\) and their lateral sheet heat conductance is \(K\), the sum of thermal conductivity times thickness over the layers. Both are constant.

**A2.** Heat leaves to surroundings at \(T_0\) at the rate \(h(T-T_0)\) per area, with constant \(h\).

**A3.** No heat crosses the lateral edges, so the normal derivative of \(T\) vanishes there.

**A4.** Each electrode is an equipotential, and \(V\) is the voltage between them.

**A5.** The source fixes the total current \(I=JLB\), where \(J\) is the mean current density. Capacitance is neglected until Proposition 3.

For a uniform state at temperature \(T_s>T_0\), define

\[
\Theta=\frac{E_a(T_s-T_0)}{kT_s^2},\qquad \ell=\sqrt{K/h}. \tag{2}
\]

The number \(\Theta\) is the relative rise of conductivity per kelvin times the temperature rise. The healing length \(\ell\) is the distance over which lateral conduction competes with cooling.

**Theorem.** Under A1–A5, if \(\Theta>1\), the uniform state is linearly unstable if and only if

\[
\boxed{L>L_c=\pi\sqrt{\frac{K}{h(\Theta-1)}}=\frac{\pi\ell}{\sqrt{\Theta-1}}}. \tag{3}
\]

The mode that becomes unstable first as \(L\) grows is \(\cos(\pi x/L)\), hot at one edge and cold at the other. If \(\Theta\le1\), the uniform state is linearly stable at every finite width.

The theorem concerns small disturbances. It does not exclude a nonuniform state that a large disturbance could reach below \(L_c\).

## The equation and its uniform state

**Lemma 1.** The heat balance is

\[
C\frac{\partial T}{\partial t}=K\nabla^2T+\frac{\sigma(T)V^2}{d}-h(T-T_0),\qquad V=\frac{Jd}{\langle\sigma(T)\rangle}, \tag{4}
\]

where \(\nabla^2\) acts on \(x\) and \(y\). For each \(J>0\) there is one uniform steady state.

*Proof.* The potential \(\phi=Vz/d\) satisfies both electrode conditions. It also conserves current: \(\nabla\phi\) points along \(z\), whereas \(\sigma\) varies only along \(x\) and \(y\), so

\[
\nabla\cdot(\sigma\nabla\phi)=\frac{\partial}{\partial z}\left(\frac{\sigma V}{d}\right)=0.
\]

No current crosses the sides. The field is therefore \(V/d\) everywhere, even when the temperature is not uniform. Joule heating per volume is \(\sigma(V/d)^2\), and multiplication by \(d\) gives \(\sigma V^2/d\) per area. Averaging the current density \(\sigma V/d\) over the area gives \(J=\langle\sigma\rangle V/d\), which is the second part of (4).

In a uniform steady state, heating equals cooling:

\[
\frac{\sigma(T_s)V^2}{d}=h(T_s-T_0). \tag{5}
\]

Substituting \(V=Jd/\sigma\) turns the left side into \(J^2d/\sigma\), hence

\[
J^2=\frac{h\,\sigma(T_s)(T_s-T_0)}{d}. \tag{6}
\]

Both factors that depend on \(T_s\) increase with it. The right side rises from zero at \(T_0\) without limit, so each \(J>0\) is met once. ∎

## Proof of the theorem

Write \(T=T_s+u\) and let the voltage change by \(v\), both small. To first order, (4) gives

\[
C\frac{\partial u}{\partial t}=K\nabla^2u+\left[\frac{\sigma'V^2}{d}-h\right]u+\frac{2\sigma V}{d}\,v. \tag{7}
\]

By (1), (5) and (2), the first heating coefficient is

\[
\frac{\sigma'V^2}{d}=\frac{E_a}{kT_s^2}\,\frac{\sigma V^2}{d}
=\frac{E_a}{kT_s^2}\,h(T_s-T_0)=h\Theta. \tag{8}
\]

The fixed current requires \(\langle\sigma\rangle V\) to remain constant. Its first-order change must vanish:

\[
\sigma'\langle u\rangle V+\sigma v=0
\quad\Longrightarrow\quad
v=-\frac{\sigma'V}{\sigma}\langle u\rangle. \tag{9}
\]

Insulating edges admit the complete set of modes

\[
u_{np}=\cos\frac{n\pi x}{L}\cos\frac{p\pi y}{B},\qquad n,p=0,1,2,\ldots
\]

**Nonuniform modes.** If \(n\) or \(p\) is nonzero, then \(\langle u_{np}\rangle=0\), because \(\int_0^L\cos(n\pi x/L)\,dx=0\) for every whole \(n\ge1\), and likewise along \(y\). Equation (9) gives \(v=0\). The Laplacian multiplies the mode by \(-\pi^2(n^2/L^2+p^2/B^2)\), so its growth rate is

\[
\lambda_{np}=\frac1C\left[h(\Theta-1)-K\pi^2\left(\frac{n^2}{L^2}+\frac{p^2}{B^2}\right)\right]. \tag{10}
\]

**Uniform mode.** For \(n=p=0\), \(\langle u\rangle=u\). The voltage term in (7) is then

\[
\frac{2\sigma V}{d}\,v=-\frac{2\sigma'V^2}{d}\,u=-2h\Theta u .
\]

Adding \(h\Theta u-hu\) gives

\[
\lambda_{00}=-\frac{h(\Theta+1)}{C}<0. \tag{11}
\]

The uniform mode is thus stable. Among the others, the smallest conduction loss is \(K\pi^2/L^2\), since \(B\le L\). Instability occurs if and only if

\[
h(\Theta-1)>\frac{K\pi^2}{L^2}. \tag{12}
\]

For \(\Theta\le1\) this is impossible at finite \(L\). For \(\Theta>1\), multiplication by \(L^2\), division by \(h(\Theta-1)\) and a square root give (3). ∎

If \(B=L\), the corresponding mode along \(y\) becomes unstable at the same width. At \(L=L_c\) the linear rate is zero, and linear theory alone does not decide stability.

**Remark on the mechanism.** With fixed current, heating of the whole film lowers its voltage, and the total power \(J^2d/\sigma\) per area falls. A lateral mode raises conductivity on one side and lowers it on the other by the same first-order amount. The mean conductivity and voltage do not respond, so the hot side receives more power at unchanged voltage. For \(\Theta>1\) this extra power exceeds the extra cooling. Lateral conduction is then the remaining restraint, and it weakens as \(1/L^2\).

At fixed voltage, \(v=0\) for the uniform mode too. Its rate is \(h(\Theta-1)/C\), so for \(\Theta>1\) it runs away at any width. The current source removes that instability but leaves the lateral one.

**Remark on special cases.** As \(\Theta\) approaches 1 from above, \(L_c\) diverges. For \(\Theta\gg1\), it approaches \(\pi\ell/\sqrt\Theta\). If the film alone carries lateral heat, with thermal conductivity \(\kappa\), then \(K=\kappa d\). In terms of the cooling coefficient per volume, \(g=h/d\),

\[
L_c=\pi\sqrt{\frac{\kappa}{g(\Theta-1)}}. \tag{13}
\]

## Voltage-current curve and choice of current

**Proposition 1.** Let \(s=d\ln V/d\ln J\) along the uniform states. Then \(\Theta>1\) is equivalent to \(s<0\), and in that case

\[
L_c=\pi\sqrt{\frac{K(1+s)}{-2sh}}. \tag{14}
\]

*Proof.* Equations (6) and (5) give \(J^2\propto\sigma(T_s-T_0)\) and \(V^2\propto(T_s-T_0)/\sigma\). Differentiating their logarithms,

\[
2\,d\ln J=\frac{1+\Theta}{T_s-T_0}\,dT_s,\qquad
2\,d\ln V=\frac{1-\Theta}{T_s-T_0}\,dT_s .
\]

Their ratio is

\[
s=\frac{1-\Theta}{1+\Theta}. \tag{15}
\]

Its sign proves the equivalence. Solving for \(\Theta\) gives \(\Theta=(1-s)/(1+s)\), so \(\Theta-1=-2s/(1+s)\). Substitution in (3) yields (14). ∎

Negative differential resistance is therefore necessary for this instability, but a narrow film can have it and remain uniform.

**Proposition 2.** If \(E_a>4kT_0\), the smallest critical width over all currents is

\[
L_{\min}=\pi\sqrt{\frac{K}{h\,[E_a/(4kT_0)-1]}}, \tag{16}
\]

reached at \(T_s=2T_0\). If \(E_a\le4kT_0\), no current makes any finite width unstable. For a given \(L>L_{\min}\), the unstable states lie between the temperatures

\[
T_\pm=\frac{E_a}{2mk}\left[1\pm\sqrt{1-\frac{4mkT_0}{E_a}}\right],\qquad
m=1+\frac{\pi^2\ell^2}{L^2}. \tag{17}
\]

*Proof.* From

\[
\frac{d}{dT}\frac{T-T_0}{T^2}=\frac{T^2-2T(T-T_0)}{T^4}=\frac{2T_0-T}{T^3},
\]

\(\Theta\) rises up to \(2T_0\) and then falls. Its maximum is \(E_aT_0/[k(2T_0)^2]=E_a/(4kT_0)\), which gives (16) and the condition for instability. By (12), a film of width \(L\) is unstable when \(\Theta>m\), that is, when

\[
mkT^2-E_aT+E_aT_0<0 .
\]

This holds between the roots (17). They are real and distinct when \(m<E_a/(4kT_0)\), which is the condition \(L>L_{\min}\). ∎

As current is raised from zero, instability begins at \(T_-\). The return to stability at \(T_+\) lies above \(2T_0\) and has meaning only if the material and the assumptions survive there.

## Capacitance and field-dependent conductivity

**Proposition 3.** Let a capacitance \(c_p\) per film area be in parallel with the film. For \(\Theta>1\), the uniform mode is stable if and only if

\[
c_p<\frac{\sigma}{d}\,\frac{C}{h(\Theta-1)}. \tag{18}
\]

The critical width (3) is unchanged.

*Proof.* The source now supplies \(J=\langle\sigma\rangle V/d+c_p\,dV/dt\). For uniform disturbances,

\[
C\dot u=h(\Theta-1)u+\frac{2\sigma V}{d}v,\qquad
c_p\dot v=-\frac{\sigma'V}{d}u-\frac{\sigma}{d}v .
\]

The trace of this linear system is \(h(\Theta-1)/C-\sigma/(dc_p)\). Its determinant, using (8), is

\[
\frac{1}{Cc_p}\left[-h(\Theta-1)\frac{\sigma}{d}+\frac{2\sigma\sigma'V^2}{d^2}\right]
=\frac{\sigma h(\Theta+1)}{dCc_p}>0 .
\]

With positive determinant, stability requires a negative trace, which is (18). At zero trace the two rates are imaginary, so stability is lost through an oscillation. A nonuniform mode has \(\langle u\rangle=0\) and does not drive \(v\), so (10) still holds. ∎

**Proposition 4.** If \(\sigma\) also depends on the field \(F=V/d\), and \(\sigma F\) increases with \(F\) at fixed temperature, (3) gives the lateral threshold after the replacement

\[
\Theta\to\Theta_F=(T_s-T_0)\left(\frac{\partial\ln\sigma}{\partial T}\right)_F. \tag{19}
\]

*Proof.* Fixed current gives \(F(\partial\sigma/\partial T)_F\langle u\rangle+[\partial(\sigma F)/\partial F]_T\,\delta F=0\). The bracket is positive, so \(\langle u\rangle=0\) implies \(\delta F=0\). The heating change is then \(dF^2(\partial\sigma/\partial T)_Fu=h\Theta_Fu\), by the uniform balance. The proof proceeds as from (10). ∎

## Worked example

Take \(E_a=0.30\) eV, \(\sigma_0=1000\) S/cm, \(d=100\) nm, \(T_0=300\) K and \(T_s=450\) K. The film conducts heat with 1.5 W/(m K). Each electrode is 50 nm thick and conducts 20 W/(m K). Therefore

\[
K=(1.5)(100\,\mathrm{nm})+2(20)(50\,\mathrm{nm})=2.15\ \mu\mathrm{W/K},
\]

with conductivities in W/(m K). The electrodes carry most of the lateral heat. A supporting layer 100 nm thick, with conductivity 0.2 W/(m K), separates the stack from a heat sink and gives \(h=200\) W/(cm² K). Hence \(\ell=1.037\) μm. With \(k=8.617\times10^{-5}\) eV/K,

\[
\Theta=\frac{0.30\times150}{8.617\times10^{-5}\times450^2}=2.579,
\qquad
L_c=\frac{\pi(1.037)}{\sqrt{1.579}}=2.59\ \mu\mathrm m .
\]

An independent calculation divided the width into 60 cells, differentiated the nonlinear heat equation with its current constraint, and located the zero of the largest eigenvalue. Its critical width differs from the formula by about 0.01% of the latter.

At 450 K, \(\sigma=0.437\) S/cm. Equation (6) gives \(J=3.62\times10^4\) A/cm², and \(V=Jd/\sigma=0.829\) V. For \(B=1\) μm, the current at the critical width is 0.94 mA. The slope (15) is \(s=-1.579/3.579=-0.441\). Negative slope begins at 332 K, well below the chosen state.

With heat capacities of 2.8 J/(cm³ K) for the film and 3.0 J/(cm³ K) for the electrodes, \(C=5.8\times10^{-5}\) J/(cm² K), and the cooling time \(C/h\) is 290 ns. Heat stored in the supporting layer is neglected; it would slow the lateral growth and decay below and raise the capacitance limit, each by roughly 10% for a layer heat capacity of 2 J/(cm³ K), but it would not change the steady balance that sets \(L_c\). At fixed current the uniform mode decays at 12.3 μs⁻¹; at fixed voltage it grows at 5.44 μs⁻¹. Near the critical width the lateral mode is slower. The nonlinear equation was integrated from a 0.05 K cosine with added random noise of 0.02 K standard deviation, with \(T\) varying along \(x\) only and \(J\) held fixed:

- At \(0.9L_c\), the mode decays at 1.275 μs⁻¹; (10) gives 1.277 μs⁻¹.
- At \(1.1L_c\), it grows at 0.946 μs⁻¹; (10) gives 0.945 μs⁻¹.

A longer integration at \(1.1L_c\), started from a 1 K cosine, settles with one edge at 505 K and the other at 392 K. The voltage is then 0.790 V, below the uniform value. When this pattern is placed in a film of width \(0.9L_c\) at the same \(J\), its temperature spread decays to 0.0000 K at the printed precision. This particular large disturbance does not persist below \(L_c\); other starting patterns were not examined.

Over all currents, \(L_{\min}=2.36\) μm, at 600 K. The chosen state is already close to this minimum. A 4 μm film has \(m=1+(\pi\times1.037/4)^2=1.66\), and (17) gives onset at 363 K, where \(J=9.3\times10^3\) A/cm². As the current is raised from zero, a wider film thus becomes unstable at a lower current density, with the other parameters held fixed.

The limit (18), multiplied by the area \(L_cB\), is 208 pF. It includes the film's own capacitance and that of the connections. A larger total makes the uniform mode unstable even when the lateral mode is stable.

## Limits of the model

The parameters are round values chosen for illustration. The supporting layer is a deliberately poor heat conductor, several times poorer than silica. The example is a model calculation, not a measured threshold.

If conduction were instead governed by Poole–Frenkel emission, the field would lower the barrier by \(\sqrt{e^3F/(\pi\varepsilon_0\varepsilon_r)}\), where \(\varepsilon_r\) is the high-frequency relative permittivity. Take \(\varepsilon_r=5\) and hold \(T_s\), \(E_a\) and \(\sigma_0\) fixed. The field required by the heat balance falls from 0.083 to 0.036 MV/cm, the lowering is 0.064 eV, and (19) moves \(L_c\) from 2.59 to 3.22 μm. By contrast, field-assisted hopping over a distance \(a=0.4\) nm multiplies the conductivity by \((\sinh w)/w\) with \(w=eFa/(2kT_s)\). At the original field of 0.083 MV/cm this is a gain of about 0.03%.

Several further effects bear on A1 and A4:

- If heat leaves through the lower face, uniform heating produces a temperature difference \(h(T_s-T_0)d/(2\kappa)\) across the film. This is 6.7% of \(T_s-T_0\).
- The supporting layer has 0.9% of the sheet conductance \(K\), so its lateral heat flow is small.
- If both electrodes have resistivity \(\rho=50\) μΩ cm and are fed from the same edge, uniform current causes a drop \(J\rho L^2/(2d_{el})\) in each, where \(d_{el}\) is the electrode thickness. Together they take 2.9% of \(V\) at \(L_c\).

The last effect also makes the two edges unequal. Suppose such an asymmetry adds a small heating \(q\cos(\pi x/L)\) per area. Below \(L_c\), the steady linear response has amplitude \(q/(C|\lambda_{10}|)\), which grows as the threshold is approached. An asymmetric device therefore has a temperature difference between its edges already below \(L_c\). Close to the threshold the response is no longer small, and the linear formula fails. For the electrodes above, fed from the same edge, a steady nonlinear solution that includes their resistance and Joule heating gives edge differences of about 10 K at \(0.8L_c\), 26 K at \(0.9L_c\) and 74 K at \(L_c\). A voltage drop of a few percent thus replaces the sharp onset by a gradual but strong growth of the temperature difference, and \(L_c\) marks the width near which it becomes large.

The insulating edges are the most restrictive assumption. They require electrodes that end at the film edge and a stack etched down to the heat sink. For a surrounding gas of conductivity 0.03 W/(m K), the ratio of edge loss to lateral conduction, estimated as \(\kappa_{gas}L_c/K\), is 3.6%. Real electrodes often continue as leads. A long lead with about the same \(K\) and \(h\) has a temperature excess decaying as \(e^{-x/\ell}\), so it draws heat \(K/\ell\) per kelvin and unit edge length. Relative to \(K/L_c\), this is \(L_c/\ell\approx2.5\). The loss is no longer small, the steady state is no longer uniform, and (3) does not apply. Its use as a design rule is confined to thermally isolated edges, nearly equipotential electrodes, a cooling bottleneck outside the film and a current source whose parallel capacitance stays within (18). Even then, (3) tells only when the uniform state loses stability, not when a hot region, once formed, disappears. In wide films, whose onset lies near \(\Theta=1\), the two differ. With the parameters above, a 20 μm film has its onset at 333 K. When the current is lowered after a hot edge has formed, a temperature spread of about 140 K remains at 90% of the onset current, where the uniform state is linearly stable and has \(\Theta<1\); the film is uniform again at 80%.

The main calculated values are in the numerical output below.

## Numbers as computed

```
Activation energy Ea: 0.3 eV
Conductivity prefactor sigma0: 1000 S/cm
Surroundings T0: 300 K
Uniform state Ts: 450 K
Film thickness d: 100 nm
Thickness of each electrode: 50 nm
Heat conductivity of film: 1.5 W/(m K)
Heat conductivity of electrodes: 20 W/(m K)
Heat capacity of film: 2.8 J/(cm3 K)
Heat capacity of electrodes: 3 J/(cm3 K)
Heat conductivity of supporting layer: 0.2 W/(m K)
Thickness of supporting layer: 100 nm
Shorter lateral side: 1 um
Sheet heat conductance K: 2.15 uW/K
Cooling coefficient h: 200 W/(cm2 K)
Heat capacity per area C: 5.8e-05 J/(cm2 K)
Healing length sqrt(K/h): 1.037 um
Cooling time C/h: 290 ns
Theta at Ts: 2.579
Critical width, formula: 2.59235 um
Critical width, eigenvalues: 2.59205 um
Conductivity at Ts: 0.4367 S/cm
Field at Ts: 0.08289 MV/cm
Voltage at Ts: 0.8289 V
Current density at Ts: 3.619e+04 A/cm2
Current at critical width: 0.9383 mA
Slope dlnV/dlnJ at Ts: -0.4412
Negative slope begins at: 331.6 K
Uniform-mode rate, fixed current: -12.34 1/us
Uniform-mode rate, fixed voltage: 5.444 1/us
Mode-1 rate at 0.9 L_c, formula: -1.277 1/us
Mode-1 rate at 0.9 L_c, time evolution: -1.275 1/us
Mode-1 rate at 1.1 L_c, formula: 0.9448 1/us
Mode-1 rate at 1.1 L_c, time evolution: 0.9459 1/us
Final hot edge at 1.1 L_c: 505.0 K
Final cold edge at 1.1 L_c: 392.3 K
Final voltage at 1.1 L_c: 0.7895 V
Spread left at 0.9 L_c from that pattern: 0.0000 K
Smallest critical width (at 2 T0): 2.362 um
Given width for onset: 4 um
Onset temperature, formula: 362.92 K
Onset temperature, eigenvalues: 362.91 K
Onset current density: 9266 A/cm2
Parallel capacitance limit at L_c: 207.9 pF
High-frequency permittivity used: 5
Poole-Frenkel lowering if active: 0.06448 eV
Field with Poole-Frenkel: 0.03609 MV/cm
Critical width with Poole-Frenkel: 3.218 um
Hopping distance used: 0.4 nm
Field gain of hopping conductivity: 0.03046 %
Temperature drop in film / (Ts-T0): 6.667 %
Electrode resistivity used: 50 uohm cm
Electrode voltage drop / V: 2.934 %
Layer sheet conductance / K: 0.9302 %
Gas heat conductivity used: 0.03 W/(m K)
Edge loss ratio kappa_gas L_c / K: 3.617 %
```
